Does a⁻a⁻a⁻ octahedral tilting make a perovskite ferroelectric?

**Question**

I am comparing rhombohedral perovskites ABO₃ whose octahedra are tilted in the a⁻a⁻a⁻ pattern. Bismuth ferrite has this tilt and is ferroelectric. The tilt moves every oxygen off the line between its two B neighbours by a few hundredths of a nanometre, about as far as ions move in a good ferroelectric. It also picks out the [111] axis, which is where the polarization points, and as far as I can see the A site stops being a centre of inversion. So is the tilt the cause of the polarization? If not, what exactly prevents it, and what has to be added?

**Answer**

The tilt alone gives no spontaneous polarization. It leaves the crystal in the space group R-3c, which has inversion centres, among them every B site. Your observation about the A site is correct, but losing some inversion centres is different from losing all of them. A polar crystal appears when the cations also shift against the oxygens along [111], which lowers R-3c to R3c.

I assume one kind of A ion, one kind of B ion, rigid regular octahedra, no magnetic order, and a small nonzero tilt angle. "The crystal" means the average structure.

**The tilted structure**

Let e₁, e₂, e₃ be the cubic axes, n = (e₁ + e₂ + e₃)/√3 the unit vector along [111], d the B–O length, and R(ω) the rotation by ω about n. Label the B sites by integers m = (m₁, m₂, m₃), and call a site even or odd according to m₁ + m₂ + m₃. In the a⁻a⁻a⁻ pattern the even octahedra turn by +ω and the odd ones by −ω, so neighbours along each axis turn in opposite senses.

The oxygen between site 0 and its neighbour at T_i belongs to both octahedra. Seen from the first it lies at dR(ω)e_i, and seen from the second at T_i − dR(−ω)e_i. Equating the two gives

T_i = d[R(ω) + R(−ω)]e_i.

The rotation formula is

R(ω)v = cos ω v + sin ω (n × v) + (1 − cos ω) n(n·v).

In the sum the sine terms cancel:

T_i = 2d[cos ω e_i + (1 − cos ω) n(n·e_i)].

This linear map multiplies lengths along n by 2d and lengths across n by 2d cos ω. The volume per formula unit is therefore

V = 8d³ cos²ω.

Half the difference of the two rotations gives the oxygen's displacement from the bond midpoint:

dR(ω)e_i − T_i/2 = (d/2)[R(ω) − R(−ω)]e_i = d sin ω (n × e_i).

Since |n × e_i|² = 1 − 1/3, its length is d sin ω √(2/3). The sum over the three bond directions is

d sin ω n × (e₁ + e₂ + e₃) = d sin ω n × (√3 n) = 0.

So the displacements are large, perpendicular to [111], and cancel. The tilt does single out the line [111], but it does not single out one of the two directions along that line. A rotation sense is an axial vector, which inversion leaves unchanged, whereas a polarization is a polar vector, which inversion reverses.

**Which inversion centres survive**

An inversion that maps the B sites onto themselves must act as

m → s − m,

with s a fixed set of integers, and its centre lies halfway between site 0 and site s. It leaves the sense of each rotation unchanged, so it is a symmetry of the tilted crystal if it takes even sites to even sites. That requires s₁ + s₂ + s₃ to be even.

For a centre on the B site p, s = 2p, which is even. Every B site remains an inversion centre, and the A ions are also mapped onto A ions.

For a centre on the A site at (T₁ + T₂ + T₃)/2, s = (1,1,1), which is odd. This inversion turns the crystal with tilt ω into the one with tilt −ω, so the A site is no longer an inversion centre.

The A ion still has no reason to move to one side. A threefold axis along n passes through it, because a 120° turn permutes the e_i and commutes with R(ω). Now take a half-turn about the direction e₁ − e₂ through the same A site. It sends n to −n, which reverses the sense of every rotation, and it sends the site m to (1 − m₂, 1 − m₁, 1 − m₃), which exchanges even and odd. The two reversals compensate, so the half-turn is a symmetry. A vector unchanged by the threefold axis must lie along n, and the half-turn reverses n. No vector survives both.

**Why the group is R-3c, and what lowers it to R3c**

Of the 48 point operations of the cube, 12 map the line [111] onto itself. They form the point group -3m, and all 12 survive, some combined with a translation. The reflection exchanging e₁ and e₂ is one of these. It reverses the rotation sense about n but keeps the parity of m, so it must be followed by a translation by an odd s. A pure mirror would need s = (a, −a, 0), which is even. Hence there are glides and no pure mirrors of this kind. Choosing s = (1,1,1) gives a glide along [111] by half the repeat distance, which is the "c" in R-3c.

Now shift all A ions by s_A n and all B ions by s_B n, with the oxygens held. Inversion and the half-turns reverse n, so they are lost. The threefold axis and the glides keep n, so they remain. Six point operations are left, and the group is R3c.

A numerical search over all operations that preserve the lattice, at the parameters of the example below, gave:

- tilt only: 12 point operations, inversion present, no polar direction;
- cation shift only: 6 operations, no inversion, one polar direction, pure mirrors present;
- tilt and cation shift: 6 operations, no inversion, one polar direction, glides.

The second line shows that a cation shift makes the crystal polar even without the tilt. Whether such a shift occurs is a question of energy.

**Can the tilt push the ions into a polar state?**

Let u be the amplitude of the polar shift and E(u, ω) the energy. Inversion about a B site reverses u and keeps ω, so

E(u, ω) = E(−u, ω).

Differentiating with respect to u and setting u = 0 gives ∂E/∂u = −∂E/∂u, hence

∂E/∂u = 0 at u = 0, for every ω.

There is no force towards either polar direction. A translation by T₁ exchanges even and odd sites, so it reverses ω and keeps u. The energy is therefore even in ω as well, and the lowest coupling between the two is u²ω². To leading order, with b > 0,

E = E₀(ω) + ½(a + gω²)u² + ¼bu⁴.

Setting the derivative to zero,

u(a + gω² + bu²) = 0.

If a + gω² > 0, the one real solution is u = 0 and the tilted crystal stays non-polar. If a + gω² < 0, the state u = 0 is still stationary but is now a maximum along u, and there are two minima at

u = ±√[−(a + gω²)/b].

With a > 0 and g negative, a large tilt could thus make the crystal unstable against a polar shift. Even then the tilt does not choose the sign of u. The crystal does, in a second breaking of symmetry, and the two signs have equal energy. With g positive, the tilt opposes the polar shift.

I checked this with an illustrative energy: point charges +3, +3, −2 and a repulsion 1500 eV × exp(−r/0.035 nm) between cations and oxygens. A moves by u and B by u/2. For tilts of 0, 4, 8 and 12° the slope at u = 0 was at most 1.4 × 10⁻¹¹ eV/nm per two formula units, which is rounding error. At u = 0.03 nm and 12° it was 38 eV/nm, so a real force would have been seen. The stiffness at u = 0 rose from 1115 to 1175 eV/nm² between 0 and 12°. The B–O length was held fixed, so this change includes the contraction of the cell and does not give the sign of g at fixed volume. The stiffness is positive, so in this model the non-polar state is stable against small shifts along this path. The polar shifts in the example below are imposed, not predicted.

**A worked case**

Take round values: d = 0.200 nm, ω = 12°, s_A = 0.06 nm, s_B = 0.03 nm, and nominal charges +3, +3, −2. The volume is

V = 8 × (0.200 nm)³ × cos²12° = 0.0612 nm³,

against 0.0640 nm³ without tilt at the same B–O length. Each oxygen leaves its bond midpoint by

0.200 nm × sin 12° × √(2/3) = 0.034 nm.

This is as large as the B shift, yet it contributes nothing to the polarization.

With the oxygens as reference, the cation shifts change the dipole per formula unit by 3e·s_A + 3e·s_B. Because the cell is neutral, moving all ions together would add nothing. Then

P = e(3 × 0.06 + 3 × 0.03) nm / 0.0612 nm³ = 4.41 e/nm² = 70.6 μC/cm² (0.706 C/m²).

If s_A and s_B go to zero at fixed tilt, P goes to zero. If the tilt goes to zero at fixed shifts, P stays finite and changes through the volume alone.

**If your calculation gives a large polarization for R-3c**

The formal polarization of a periodic insulator is defined up to a quantum, e times a lattice vector divided by the cell volume. Inversion then requires P and −P to be equivalent, not P = 0. So 2P must be a quantum, and P may be zero or half a quantum.

Here it is half. The tilted crystal repeats under integer combinations of the T_i with an even sum, and its primitive cell holds two formula units. Put B at 0 and T₁, and A at h and h + T₁, with h = (T₁ + T₂ + T₃)/2. The six oxygens around site 0 lie in opposite pairs and add up to zero. The dipole is

3e(2h + T₁) + 3eT₁ = e(9T₁ + 3T₂ + 3T₃).

Subtracting e(8T₁ + 2T₂ + 2T₃), which is e times an allowed lattice vector, leaves e(T₁ + T₂ + T₃). That is half of e times the lattice vector 2(T₁ + T₂ + T₃). Numerically the quantum belonging to this vector, the shortest lattice vector parallel to [111], is 181.3 μC/cm², and the formal value chosen here is 90.6 μC/cm². Other lattice vectors are perpendicular to [111], like T₁ − T₂, and leave the [111] component unchanged, or oblique to it, like T₁ + T₂, which changes that component by a third of this quantum, so compare whole vectors and not single components.

This is not a spontaneous polarization. As long as the crystal stays insulating, the formal value remains at half a quantum while the tilt grows. Its size per unit area follows the changing cell, but the fraction does not move. The spontaneous part is the change from the centrosymmetric reference, followed continuously: zero for the tilt and 70.6 μC/cm² for the cation shift.

**Comparison with real materials**

At room temperature lanthanum aluminate has the a⁻a⁻a⁻ tilt, roughly 5 to 6°, and is non-polar R-3c. Bismuth ferrite has a larger tilt, roughly 12 to 14°, together with cation shifts, and is polar R3c with a polarization of roughly 90 to 100 μC/cm². My parameters are in the rough regime of the second material, and the result is somewhat low. The weakest assumption is the nominal charge, because electrons also move when ions shift. Raising all charges by 50 %, as a measure of sensitivity, gives 106 μC/cm². Stretching the crystal by 1 % along [111] at fixed cation shifts gives 69.9 μC/cm².

Temperature does not change the symmetry argument, but it does change what a snapshot shows. Suppose each ion moves independently by 0.01 nm rms along [111]. The sum of squared charges per formula unit is 9 + 9 + 3 × 4 = 30, so the momentary polarization of one formula unit has the rms value

e√30 × 0.01 nm / 0.0612 nm³ = 14.3 μC/cm².

Its mean is zero, and over a 10 nm cube the rms value falls to 0.11 μC/cm². Correlations can raise or lower these values: neighbouring cells displaced in the same polar sense add up, while cells displaced in opposite senses cancel, and the ions of a neutral cell moving together contribute nothing. A single snapshot can thus look polar while the average structure is R-3c.

**Where the conclusion needs care**

Uniform strain does not by itself turn the tilt into a source of polarization. It is a linear map of positions, r → Fr, and F(−r) = −Fr, so the inversion about a B site survives and u = 0 stays stationary. Strain does change a and g, however, and a large enough strain can make a + gω² negative. The crystal then becomes polar through the instability described above. A strain gradient changes sign under inversion, so bent crystals are outside the argument, as are surfaces.

Cation order can matter. Let two kinds of A ion alternate like the ions in rock salt. The inversion m → s − m takes the A ion at m + (½,½,½) to the one at s − m − (1,1,1) + (½,½,½). To keep its kind, s must be odd, while the tilt needs s to be even. All inversion centres are lost. The threefold axis and the half-turns through the A sites survive, however, and the group is R32, which has no polar direction. So a crystal without inversion need not be polar. The strain argument does not apply to it, though: a uniform strain that removes the threefold axis leaves at most one half-turn, and a polar direction is then allowed. The same alternation on the B sites is compatible with even s and leaves inversion intact.

Finally, R3c means polar, which is necessary for ferroelectricity but not sufficient. An applied field must also be able to switch the polarization, for example between the two signs of u, before the material breaks down or conducts too strongly. Symmetry guarantees that the two states have equal energy. It says nothing about the field needed to go from one to the other.

The remaining values for this example are in the numerical output below. The line "polarization change from tilt" there is half the difference between the crystals with tilt +ω and −ω. These differ only by a translation, so that zero is no independent evidence. The evidence is the inversion about the B sites and the formal value, which the program finds at half a quantum for tilts of 0, 4, 8 and 12°.

Numbers as computed

```
B-O length: 0.200 nm
tilt angle: 12.0 deg
A shift, B shift: 0.060, 0.030 nm
pseudocubic edge: 0.39419 nm
volume per formula unit: 0.061233 nm^3
untilted volume: 0.064000 nm^3
B-O-B angle: 160.45 deg
oxygen shift off bond midpoint: 0.03395 nm
vector sum of three oxygen shifts: 1.0e-17 nm
B sites are inversion centres: True
A sites are inversion centres: False
crystal: point-group order, inversion, polar directions,
         glide planes, mirror planes (by orientation)
untilted: 48, True, 0, 0, 9
tilt only: 12, True, 0, 3, 0
polar only: 6, False, 1, 0, 3
tilt+polar: 6, False, 1, 3, 0
tilt+A order: 6, False, 0, 0, 0
tilt+B order: 6, True, 0, 0, 0
illustrative energy, per cell of two formula units:
largest polar slope at u=0, tilts 0-12 deg: 1.4e-11 eV/nm
slope at u=0.03 nm, tilt 12 deg: 38.148 eV/nm
polar stiffness, no tilt: 1114.7 eV/nm^2
polar stiffness, tilt 12 deg: 1174.7 eV/nm^2
polarization quantum along [111]: 181.3 uC/cm^2
formal value in R-3c (half quantum): 90.6 uC/cm^2
polarization change from tilt: 0.0e+00 uC/cm^2
spontaneous polarization in R3c: 70.6 uC/cm^2
same in SI: 0.706 C/m^2
with charges 50 % larger: 106.0 uC/cm^2
with 1 % stretch along [111]: 69.9 uC/cm^2
thermal rms displacement per component: 0.010 nm
thermal rms P, one formula unit: 14.3 uC/cm^2
thermal rms P, 10 nm cube: 0.11 uC/cm^2
```
